# Adiabatic electrocaloric relation for a second-order Landau ferroelectric

A uniform ferroelectric with one polarization component $P$ has, in Landau (mean-field) theory, the Helmholtz free energy per unit volume

$$f(T,P)=f_0(T)+\tfrac12 a_0(T-T_0)P^2+\tfrac14 bP^4 .$$

Here $T$ is the absolute temperature and $T_0$ the transition temperature. The constants $a_0$ and $b$ are positive and independent of $T$, which makes the transition second order. The part $f_0$ belongs to the lattice at $P=0$. Its heat capacity per unit volume, $C=-T f_0''(T)$, is taken as constant over the temperatures used. The strain is held fixed, so the only work is electrical. With $E$ the electric field in the material and $s$ the entropy per unit volume,

$$df=-s\,dT+E\,dP .$$

The sample is thermally isolated and the field is changed. The problem is to find how its temperature responds.

## (a) Find the equation of state, the entropy and the heat capacity at fixed polarization.

**Solution.** The coefficient of $dP$ in $df$ is the field:

$$E=\left(\frac{\partial f}{\partial P}\right)_T=a_0(T-T_0)P+bP^3 .$$

A state is locally stable at fixed $T$ and $E$ if the isothermal stiffness

$$K=\left(\frac{\partial E}{\partial P}\right)_T=a_0(T-T_0)+3bP^2$$

is positive. At $E=0$ and $T<T_0$, the nonzero solution is the spontaneous polarization, $P_s^2=a_0(T_0-T)/b$.

The coefficient of $dT$ is $-s$, and therefore

$$s=-\left(\frac{\partial f}{\partial T}\right)_P=s_0(T)-\tfrac12a_0P^2,\qquad s_0=-f_0'(T).$$

The quartic term is absent because $b$ does not depend on $T$. The minus sign says that a polarized state is more ordered than an unpolarized one at the same temperature.

At fixed $P$ the second term of $s$ is constant, so

$$T\left(\frac{\partial s}{\partial T}\right)_P=T s_0'(T)=-Tf_0''(T)=C .$$

Thus $C$ is the heat capacity at fixed polarization, for every $P$. This rests on the linear temperature dependence of the quadratic coefficient. For a general coefficient $a(T)$, the same derivative would be $C-\tfrac12Ta''(T)P^2$.

## (b) What relation connects two equilibrium states joined by a reversible adiabatic change?

**Solution.** Since $C$ is constant, $ds_0=C\,dT/T$ integrates to

$$s_0(T_2)-s_0(T_1)=C\ln\frac{T_2}{T_1}.$$

In a reversible adiabatic change no heat enters and no entropy is produced, so $s(T_1,P_1)=s(T_2,P_2)$:

$$s_0(T_1)-\tfrac12a_0P_1^2=s_0(T_2)-\tfrac12a_0P_2^2 .$$

Moving the lattice terms to one side gives

$$\boxed{C\ln\frac{T_2}{T_1}=\frac{a_0}{2}\left(P_2^2-P_1^2\right)}$$

The factor $\tfrac12$ comes from the $\tfrac12$ in the quadratic term of $f$. Both sides are entropies per unit volume, in J/(m³ K). If $P^2$ rises, the polarization gives up entropy, the lattice takes it up, and the sample warms.

Each polarization belongs to its own temperature: $P_2$ is the value at $T_2$, not at $T_1$. It is also a local polarization. At zero field, domains with $+P_s$ and $-P_s$ have the same entropy density, so a multidomain sample has $P_1^2=P_s^2$ even if its average polarization vanishes. This neglects the domain walls. The relation also requires that no domain switch abruptly: in this model a domain opposed to a rising field first loses polarization reversibly, and then jumps to the other sign when its branch becomes unstable at the coercive field. That jump produces entropy and adds some heat. Real samples usually switch at lower fields, by wall motion, which lies outside the model and is also lossy.

## (c) Obtain the same law from energy conservation, without setting entropies equal.

**Solution.** The internal energy density is $u=f+Ts$. Choose the constant in $s_0$ so that $s_0=C\ln(T/T_0)$. Integrating $f_0'=-s_0$ then gives, up to a constant,

$$f_0=C\left[T-T\ln\frac{T}{T_0}\right].$$

In $f+Ts$ the logarithms cancel, and so do the terms $\pm\tfrac12a_0TP^2$. What remains is

$$u=CT-\tfrac12a_0T_0P^2+\tfrac14bP^4+\text{const}.$$

For a slow adiabatic change the first law is $du=E\,dP$, with $E$ given by the equation of state:

$$C\,dT-a_0T_0P\,dP+bP^3dP=\left[a_0(T-T_0)P+bP^3\right]dP .$$

The terms in $T_0$ and $b$ cancel, leaving

$$C\,dT=a_0TP\,dP .$$

Dividing by $T$ and integrating from state 1 to state 2 reproduces the relation of part (b). The quartic energy is stored and recovered as work, and does not itself heat the lattice.

## (d) The experimenter sets the field, not $P_2$. Does a given final field fix the final state?

**Solution.** Start from a stable state with $P_1\ge0$, $E_1\ge0$ and $K>0$, and raise the field. Along the adiabat,

$$T(P)=T_1\exp\left[\frac{a_0(P^2-P_1^2)}{2C}\right],\qquad \frac{dT}{dP}=\frac{a_0TP}{C}.$$

Inserting $T(P)$ into the equation of state makes $E$ a function of $P$ alone. Its slope, the adiabatic stiffness, is

$$K_{\rm ad}=\frac{dE}{dP}=K+a_0P\frac{dT}{dP}=K+\frac{a_0^2TP^2}{C}.$$

The stiffness $K$ changes along this path as

$$\frac{dK}{dP}=a_0\frac{dT}{dP}+6bP=\frac{a_0^2TP}{C}+6bP\ge0 ,$$

so it stays positive. Hence $E$ grows steadily with $P$, without bound, and each final field $E_2\ge E_1$ selects one $P_2\ge P_1$. The value of $P_2$ follows from

$$E_2=a_0\left[T(P_2)-T_0\right]P_2+bP_2^3 ,$$

which in general needs a numerical root finder. The constant $b$ is absent from the boxed relation, but it enters here and so affects the heating at a given field.

For $P\ne0$ the adiabatic stiffness exceeds the isothermal one: the warming opposes further polarization.

## (e) How does the heat capacity at fixed field differ from $C$, and can it be used instead?

**Solution.** Differentiate the equation of state with respect to $T$ at fixed $E$:

$$0=a_0P+K\left(\frac{\partial P}{\partial T}\right)_E,\qquad \left(\frac{\partial P}{\partial T}\right)_E=-\frac{a_0P}{K}.$$

The entropy from part (a) then gives

$$C_E=T\left(\frac{\partial s}{\partial T}\right)_E=C-a_0TP\left(\frac{\partial P}{\partial T}\right)_E=C+\frac{a_0^2TP^2}{K}.$$

Heating at fixed field must also supply the entropy of the falling polarization. Comparison with part (d) shows that $K_{\rm ad}/K=C_E/C$.

At zero field below $T_0$, $bP_s^2=a_0(T_0-T)$ gives $K=2bP_s^2$, and the excess is $a_0^2T/(2b)$. Above $T_0$ it is zero. The heat capacity therefore jumps by $a_0^2T_0/(2b)$ at the transition.

To see where $C_E$ belongs, reach the final state by another path. First raise the field at constant $T_1$, where the polarization becomes $P_{\rm iso}=P(T_1,E_2)$. Then heat at fixed $E_2$ to $T_2$. The total entropy change must vanish:

$$\int_{T_1}^{T_2}C_E\,\frac{dT}{T}=\frac{a_0}{2}\left(P_{\rm iso}^2-P_1^2\right).$$

So $C$ goes with the true final polarization, and $C_E$ with the isothermal one. Combining $C_E$ with $P_2$ would count part of the polarization entropy twice.

## (f) Find the leading behaviour for small heating and for weak fields.

**Solution.** Let $x=a_0(P_2^2-P_1^2)/(2C)$. For $|x|\ll1$,

$$\Delta T=T_1(e^x-1)\simeq T_1x=\frac{a_0T_1}{2C}\left(P_2^2-P_1^2\right).$$

The first neglected term is $T_1x^2/2$, a fraction $x/2$ of the term kept.

**Start above or at $T_0$, with $P_1=0$.** Put $T(P)\simeq T_1+a_0T_1P^2/(2C)$ into the equation of state:

$$E\simeq a_0(T_1-T_0)P+b'P^3,\qquad b'=b+\frac{a_0^2T_1}{2C}.$$

If $T_1>T_0$ and $b'P^2\ll a_0(T_1-T_0)$, the linear term dominates, and

$$\Delta T\simeq\frac{T_1E^2}{2Ca_0(T_1-T_0)^2}.$$

If $T_1=T_0$, the linear term is absent, so $P\simeq(E/b')^{1/3}$ and

$$\Delta T\simeq\frac{a_0T_0}{2C}\left(\frac{E}{b'}\right)^{2/3}.$$

The weak-field heating is thus quadratic in $E$ above $T_0$ and grows as $E^{2/3}$ at $T_0$.

**Start below $T_0$, in one domain along the field.** Now $P_1=P_s$ and $P_2=P_s+\delta P$, with $\delta P\simeq E/K_{\rm ad}\ll P_s$. Since $P_2^2-P_1^2\simeq2P_s\delta P$,

$$\Delta T\simeq\frac{a_0T_1P_s}{CK_{\rm ad}}E=\frac{a_0T_1P_s}{C_EK}E .$$

The response is linear because the field changes a polarization that is already present.

## (g) Evaluate the heating for a model material.

Take the round model parameters $T_0=320$ K, $a_0=10^6$ V m/(C K), $b=10^9$ V m⁵/C³ and $C=3\times10^6$ J/(m³ K). Raise the field slowly from zero to $2\times10^7$ V/m, starting once at 330 K and once at 310 K. In the second case the sample is a single domain polarized along the field. A field this high is typical of thin films and thin layers; bulk ceramics usually break down below it.

**Solution.** The prefactor is $a_0/(2C)=\tfrac16$ m⁴/C². A bracketing root finder applied to the equation for $P_2$ in part (d) gives the final polarizations.

**Start at 330 K.** Here $P_1=0$ and $P_2=0.2548$ C/m². Then

$$\ln\frac{T_2}{T_1}=\frac{0.2548^2}{6}=0.01082,\qquad T_2=330\,e^{0.01082}\ \text{K}=333.59\ \text{K}.$$

The sample warms by 3.59 K. The small-change formula gives 3.57 K, lower by about $x/2=0.5\%$.

**Start at 310 K.** The spontaneous polarization is

$$P_1=\sqrt{\frac{10^6\times10}{10^9}}\ \text{C/m}^2=0.100\ \text{C/m}^2 ,$$

and $P_2=0.2794$ C/m². Therefore

$$\ln\frac{T_2}{T_1}=\frac{0.2794^2-0.100^2}{6}=0.01134,\qquad T_2=313.54\ \text{K},$$

a heating of 3.54 K. The change of $P^2$ is larger than in the first case, but it multiplies a lower starting temperature.

**Using the isothermal polarization by mistake.** At 330 K in the full field, $P_{\rm iso}=0.2592$ C/m², larger than $P_2$. Putting it into the small-change formula gives 3.69 K, which is 2.9% above the true 3.59 K. The size of this error can be derived. To first order in $\Delta T$,

$$P_{\rm iso}^2-P_2^2\simeq\frac{2a_0P_2^2}{K}\Delta T ,$$

which raises the estimate by the fraction $a_0^2TP_2^2/(CK)=(C_E-C)/C$. At the end state $C_E=3.104\times10^6$ J/(m³ K), so this fraction is 3.5%. Dropping the higher terms of the exponential lowers the estimate by 0.5%, and the difference is close to the 2.9% found.

The same numbers illustrate the second path of part (e). With $C_E$ replaced by its end value, the heating integral is $3.104\times10^6\times0.01082=3.36\times10^4$ J/(m³ K). The isothermal entropy loss is $\tfrac12\times10^6\times0.2592^2=3.36\times10^4$ J/(m³ K).

## (h) Now start at 330 K with the field on, and remove it slowly. How far does the sample cool?

**Solution.** The initial polarization is $P_1=0.2592$ C/m². Suppose first that the final polarization is zero:

$$T_2=330\exp\left(-\frac{0.2592^2}{6}\right)\text{K}=326.33\ \text{K}.$$

This lies above $T_0$, where $P=0$ is the stable zero-field state, so the assumption is consistent. The cooling is 3.67 K.

It differs from the 3.59 K of heating because the two processes lie on different adiabats. The first began at 330 K without field; this one begins at 330 K with field, and with a larger polarization than the first reached. Reversing the first process would take the sample from 333.59 K back to 330 K.

If $T_1\exp[-a_0P_1^2/(2C)]$ falls below $T_0$, the final state keeps a spontaneous polarization. One must then solve

$$bP_2^2=a_0(T_0-T_2),\qquad C\ln\frac{T_2}{T_1}=\frac{a_0}{2}(P_2^2-P_1^2)$$

together. The retained $P_2^2$ makes the cooling smaller than the formula with $P_2=0$ would give.

## (i) What changes if the field is switched on suddenly, or if $b$ depends on temperature?

**Solution.** Let the field jump from zero to $E_2$ and stay there while the isolated sample settles into equilibrium. The work is done at the full field, so

$$u(T_2,P_2)-u(T_1,P_1)=E_2(P_2-P_1).$$

Equivalently, $w=u-E_2P$ has the same value before and after the settling. In the slow process, $E<E_2$ until the end, so the work $\int E\,dP$ is less than $E_2(P_2-P_1)$, and $w$ ends lower. Along equilibrium states at fixed $E_2$,

$$dw=du-E_2\,dP=T\,ds=C_E\,dT,\qquad C_E>0 .$$

The sudden process, with its higher $w$, therefore ends at a higher temperature and entropy. The entropy produced is

$$\Delta s=C\ln\frac{T_2}{T_1}-\frac{a_0}{2}(P_2^2-P_1^2)>0 .$$

Solving the energy balance and the equation of state numerically for the model material gives a heating of 4.77 K from 330 K, against 3.59 K for the slow process. From 310 K it gives 4.30 K, against 3.54 K. The entropies produced are $1.10\times10^4$ and $0.75\times10^4$ J/(m³ K). The first can be understood from the extra 1.18 K: $C_E\,\delta T/T\simeq3.10\times10^6\times1.18/334=1.10\times10^4$ J/(m³ K).

Now return to the slow process, but let $b$ become $b+b_1(T-T_0)$. The entropy acquires the term $-\tfrac14b_1P^4$, and equal entropies give

$$C\ln\frac{T_2}{T_1}=\frac{a_0}{2}(P_2^2-P_1^2)+\frac{b_1}{4}(P_2^4-P_1^4).$$

For $b_1=2\times10^6$ V m⁵/(C³ K), $b$ changes by 2% of its value at $T_0$ over 10 K. Start again at 330 K with $P_1=0$, and solve the equal-entropy condition numerically at the same final field. The left side is $3.39\times10^4$ J/(m³ K). The quadratic term supplies $3.19\times10^4$ and the quartic term $0.20\times10^4$. A weak temperature dependence of $b$ thus contributes 6% of the lattice entropy change here, because it is multiplied by $P^4$ at a large induced polarization.

Numerical values quoted here were computed with a short program.
